# Activation volume from logarithmic stress relaxation in a thin film

## Problem

An aluminium film on a thick silicon substrate is held at 300 K under equi-biaxial tension. After a short initial period its stress falls by 5 MPa each time \(\ln t\) grows by one, where \(t\) is the time since relaxation began. The relaxation is attributed to thermally activated dislocation glide, and the Burgers length is \(b=0.286\) nm.

(a) Find the activation volume conjugate to the film stress, in units of \(b^3\).

(b) The film normal is [111]. Find the activation volume conjugate to the resolved shear stress, and estimate the spacing of the obstacles that the dislocations cross.

Tension is positive. If \(G(\sigma)\) is the free-energy barrier to a glide event at film stress \(\sigma\), the activation volume is \(V=-\partial G/\partial\sigma\) at fixed temperature. The units are MPa, nm and seconds.

## A tempting solution

The glide rate contains the factor \(\exp(\sigma V/kT)\). When the time grows tenfold, a logarithmic relaxation slows tenfold, so the exponent must have fallen by \(\ln 10\). With a stress fall of 5 MPa,

\[
V=\frac{kT\ln 10}{5\ \mathrm{MPa}}\approx 81.5\,b^3 .
\]

For part (b), a dislocation segment of length \(l\) that advances by about \(b\) sweeps the area \(lb\), so \(V=b^2l\) and \(l\approx 81.5\,b\approx 23\) nm.

## Where it fails

The first two sentences are sound. The fault enters when the stress fall is inserted. A tenfold slowing goes with a tenfold increase in time, whereas 5 MPa is the fall for an increase by the factor \(e\). Over a decade the stress falls by \(5\ln 10=11.5\) MPa. Either matching pair gives the same volume:

\[
V=\frac{kT\ln 10}{11.5\ \mathrm{MPa}}=\frac{kT}{5\ \mathrm{MPa}} .
\]

Part (b) has a second fault. The force on a dislocation comes from the shear stress resolved on its slip system, not from the full film stress. The volume that measures the swept area is therefore not the volume conjugate to \(\sigma\).

## Solution to (a)

**The relaxation law.** The thick substrate fixes the total in-plane strain of the film. That strain is the sum of an elastic part \(\sigma/M\), where \(M\) is the biaxial modulus, and a plastic part \(e\). At constant temperature the sum does not change, so

\[
\frac{d\sigma}{dt}=-M\frac{de}{dt}.
\]

Let the barrier be linear in stress, so that \(V\) is constant, and neglect reverse jumps. If the plastic strain rate is \(r_i\) at the initial stress \(\sigma_0\), then

\[
\frac{de}{dt}=r_i\exp\!\left[\frac{V(\sigma-\sigma_0)}{kT}\right].
\]

Define \(y=V(\sigma-\sigma_0)/kT\), which starts at zero and becomes negative. Combining the two equations gives

\[
\frac{dy}{dt}=-\frac{e^{y}}{t_0},\qquad t_0=\frac{kT}{VMr_i}.
\]

Here \(e^y\) is the exponential function. Separating the variables and integrating from \(y=0\) at \(t=0\),

\[
\int_0^y e^{-y'}dy'=1-e^{-y}=-\frac{t}{t_0}
\quad\Longrightarrow\quad e^{-y}=1+\frac{t}{t_0}.
\]

Taking the logarithm and restoring the stress,

\[
\sigma(t)=\sigma_0-\frac{kT}{V}\ln\!\left(1+\frac{t}{t_0}\right).
\]

**The slope.** Since \(d/d\ln t=t\,d/dt\),

\[
-\frac{d\sigma}{d\ln t}=\frac{kT}{V}\,\frac{t}{t+t_0}.
\]

For \(t\ll t_0\) the slope tends to zero, because a unit step in \(\ln t\) then covers a time much shorter than \(t_0\). For \(t\gg t_0\) it tends to

\[
S=\frac{kT}{V},\qquad\text{so}\qquad V=\frac{kT}{S}.
\]

The modulus and the initial rate set the onset time \(t_0\) but drop out of the late slope. Neither is needed to find \(V\).

**The number.** At 300 K, \(kT=4.142\times10^{-21}\) J. One pascal is one joule per cubic metre, so

\[
V=\frac{4.142\times10^{-21}\ \mathrm{J}}{5\times10^{6}\ \mathrm{J\,m^{-3}}}
=8.28\times10^{-28}\ \mathrm{m^3}=0.828\ \mathrm{nm^3}.
\]

With \(b^3=0.02339\) nm³,

\[
\frac{V}{b^3}=\frac{0.8284}{0.02339}\approx 35 .
\]

This is an apparent activation volume: it is conjugate to the film stress and assumes that nothing but the activated glide described above changes that stress.

## Solution to (b)

**Resolved shear stress.** Let \(\mathbf n\) be the film normal, \(\mathbf p\) the normal of a slip plane and \(\mathbf s\) the slip direction, all unit vectors. The film carries stress \(\sigma\) in every in-plane direction and none along \(\mathbf n\), so its stress tensor is \(\sigma(\mathbf I-\mathbf n\mathbf n)\). The resolved shear stress is

\[
\mathbf s\cdot\sigma(\mathbf I-\mathbf n\mathbf n)\cdot\mathbf p
=-\sigma(\mathbf s\cdot\mathbf n)(\mathbf p\cdot\mathbf n),
\]

because \(\mathbf s\cdot\mathbf p=0\). The sign gives the sense of slip. The magnitude is \(\tau=m\sigma\), with Schmid factor \(m=|(\mathbf s\cdot\mathbf n)(\mathbf p\cdot\mathbf n)|\).

Aluminium is face-centred cubic and slips on {111} planes along ⟨110⟩ directions. Take \(\mathbf n=(1,1,1)/\sqrt3\), \(\mathbf p=(-1,1,1)/\sqrt3\) and \(\mathbf s=(1,1,0)/\sqrt2\). Then \(\mathbf p\cdot\mathbf n=1/3\) and \(\mathbf s\cdot\mathbf n=2/\sqrt6\), so

\[
m=\frac13\cdot\frac{2}{\sqrt6}=\frac{\sqrt6}{9}=0.272 .
\]

Each of the three inclined {111} planes has two slip directions with this factor and one, lying in the film plane, with factor zero. Slip on the {111} plane parallel to the film also has factor zero. Six systems are thus loaded equally. If they slip at equal rates, the threefold symmetry about \(\mathbf n\) makes their total in-plane strain equi-biaxial, as part (a) assumed.

**The shear activation volume.** Define \(V_\tau=-\partial G/\partial\tau\). By the chain rule,

\[
V=-\frac{\partial G}{\partial\tau}\frac{d\tau}{d\sigma}=mV_\tau,
\qquad
V_\tau=\frac{V}{m}=\frac{0.8284}{0.2722}\ \mathrm{nm^3}=3.04\ \mathrm{nm^3}\approx130\,b^3 .
\]

The shear volume is the larger one because only about a quarter of the film stress acts on the slip system.

**The obstacle spacing.** A segment of length \(l\) feels the force \(\tau bl\). If it advances by \(d\) to reach the top of the barrier, the stress does work \(\tau bdl\), so \(V_\tau=bdl\). Taking \(d=b\), an assumption suited to narrow obstacles,

\[
l=\frac{V_\tau}{b^2}\approx130\,b\approx37\ \mathrm{nm}.
\]

A wider obstacle would give a smaller spacing in inverse proportion to \(d\). The relation also takes \(l\) as independent of stress. Among weak, randomly placed obstacles the spacing along the line varies as \(\tau^{-1/3}\); then \(V_\tau=\tfrac23\,bdl\) and \(l\approx56\) nm. Putting \(V\) in place of \(V_\tau\) would have given \(35\,b\approx10\) nm, too small by the factor \(m\).

## What a finite measurement reads

A rough typical stress for an aluminium film on silicon is \(\sigma_0=200\) MPa. With Young's modulus near 70 GPa and Poisson's ratio near 0.35, the isotropic biaxial modulus is \(M=70/(1-0.35)\approx108\) GPa. Single-crystal elastic constants give about 114 GPa for a [111] film, which changes \(t_0\) by about 5% and leaves the late slope unchanged. Let the initial plastic rate be \(r_i=10^{-5}\) s⁻¹, a chosen value. Since \(kT/V=5\) MPa,

\[
t_0=\frac{5\times10^6}{(1.08\times10^{11})(10^{-5})}\ \mathrm{s}=4.6\ \mathrm{s}.
\]

Suppose the stress is read at \(t_1=100\) s and \(t_2=10^4\) s. The relaxation law gives 184.4 and 161.6 MPa, a fall of 22.8 MPa. Treating the whole window as the late regime gives

\[
V_{\rm read}=\frac{kT\ln(t_2/t_1)}{\sigma(t_1)-\sigma(t_2)}\approx35.8\,b^3 ,
\]

which is 1% above the true 35.4 \(b^3\). The excess comes from the factor \(t/(t+t_0)\), which is still 0.96 at 100 s.

This reading of 35.8 \(b^3\) is the reference for the comparisons below. Each adds one neglected effect and keeps the other settings fixed. The readings quoted come from integrating the rate equation numerically with an adaptive step.

**Hardening.** Let plastic strain build up a back stress \(He\), so that glide is driven by \(\sigma-He\). With \(e=(\sigma_0-\sigma)/M\),

\[
\sigma-He-\sigma_0=(\sigma-\sigma_0)\left(1+\frac HM\right).
\]

The factor \(1+H/M\) multiplies \(V\) in the exponent, so the late slope yields \(V(1+H/M)\). For an assumed \(H/M=0.2\), the reading rises to 42.8 \(b^3\). This ratio represents strong hardening; the usual bulk shear hardening rate, about 1/200 of the shear modulus, corresponds to \(H/M\approx0.03\) in this geometry. Conversely, if the given 5 MPa already includes this hardening, the volume of the glide event is \(35.4/1.2=29.5\,b^3\).

**A curved barrier.** Let \(g_0\) be the initial barrier divided by \(kT\). With an assumed rate prefactor of \(10^6\) s⁻¹, \(g_0=\ln(10^6/10^{-5})=25.3\), or 0.65 eV. Replace the linear barrier by

\[
\frac{G}{kT}=g_0\left(1-\frac{y}{2g_0}\right)^2,
\qquad
-\frac{\partial G}{\partial\sigma}=V\left(1-\frac{y}{2g_0}\right),
\]

where \(V\) now denotes the initial activation volume. Since \(y\) becomes more negative, the activation volume grows as the stress falls. The reading becomes 38.8 \(b^3\), about 8% above the reference.

**Temperature drift.** Aluminium expands more than silicon, by roughly \(20\times10^{-6}\) K⁻¹. At fixed plastic strain, warming therefore lowers the tension by \(108\ \mathrm{GPa}\times20\times10^{-6}\ \mathrm{K^{-1}}=2.2\) MPa per kelvin. It also speeds up glide through \(\exp(-G/kT)\). For a steady drift of 1 K over the first \(10^4\) s, with the linear barrier and the prefactor above, the reading is 33.8 \(b^3\) on warming and 38.0 \(b^3\) on cooling. A drift of one kelvin thus shifts the result by about 6%.

**Reverse jumps.** Let \(\sigma_{\rm eff}\) be the film stress less any internal back stress, and let \(x=\sigma_{\rm eff}V/kT\). With symmetric forward and reverse barriers and a constant back stress, \(dx/dt=-2c\sinh x\), where \(c\) is a constant rate. Starting from high stress,

\[
ct=\int_x^\infty\frac{dz}{2\sinh z}=e^{-x}+\tfrac13e^{-3x}+\dots
\]

The logarithmic slope, in units of \(kT/V\), is

\[
-\frac{dx}{d\ln t}=2\sinh x\;ct
=(e^x-e^{-x})\left(e^{-x}+\tfrac13e^{-3x}+\dots\right)
=1-\tfrac23e^{-2x}+\dots
\]

The correction reaches 1% at \(x=\tfrac12\ln(66.7)=2.1\), or \(\sigma_{\rm eff}=10.5\) MPa. Without a back stress, the film at 162 MPa is far above this limit. A back stress near 150 MPa would bring it there, and the logarithmic law would then begin to fail.

## Diffusion along grain boundaries

Atoms can also relax the tension by moving from an open surface into the grain boundaries. Consider a boundary perpendicular to the film, with height \(z\) measured from the substrate and normal stress \(\sigma(z)\). An atom of volume \(\Omega\) entering it lowers its chemical potential by \(\Omega\sigma\). For boundary width \(\delta\) and diffusivity \(D\), the atomic flux per unit boundary length is \((\delta D/kT)\,d\sigma/dz\). Conservation of atoms then sets the rate at which the inserted layer thickens:

\[
\dot w=-\frac{\Omega\delta D}{kT}\frac{d^2\sigma}{dz^2}.
\]

Suppose that the grains are rigid and free to slide on the substrate, and that the stress profile is steady, so that \(\dot w\) is uniform. A film bonded to its substrate cannot slide, so this is an idealization. No flux enters the substrate, so \(d\sigma/dz=0\) at \(z=0\); the open surface imposes \(\sigma=0\) at \(z=h\), the film thickness. Integrating twice,

\[
\sigma(z)=\frac{\dot w\,kT}{2\Omega\delta D}(h^2-z^2),
\qquad
\bar\sigma=\frac{\dot w\,kT\,h^2}{3\Omega\delta D},
\]

where the mean of \(h^2-z^2\) is \(2h^2/3\). For grain size \(d_g\), the strain rate is

\[
\frac{\dot w}{d_g}=\frac{3\Omega\,\delta D\,\bar\sigma}{kT\,h^2d_g}.
\]

Take \(h=d_g=500\) nm, \(\Omega=0.0166\) nm³ (close to \(b^3/\sqrt2\), the volume per atom in a face-centred cubic crystal) and the rough estimate \(\delta D=5\times10^{-14}\exp(-0.87\ \mathrm{eV}/kT)\) m³/s, which is \(1.2\times10^{-28}\) m³/s at 300 K. At 161.6 MPa the strain rate is \(1.9\times10^{-9}\) s⁻¹. Glide in the reference case has by then, at \(10^4\) s, slowed to \(4.6\times10^{-9}\) s⁻¹, so steady diffusion would be about 40% as fast.

Adding this steady rate to the relaxation changes the reading to 34.2 \(b^3\), 4% below the reference. For an open surface this underestimates the effect. Real grains are elastic, and the stress profile settles to a fixed shape, resembling the steady one but not equal to it, only over a time of order \(t_d=kT\,h^2d_g/(3\Omega\,\delta D\,M)\approx8\times10^5\) s, far longer than the window. Within the window the stress relaxes first near the open surface, where its steep gradient drives atoms in faster than the steady formula allows. For a rough size, ignore glide and let each depth respond elastically on its own. The stress then obeys a diffusion equation with diffusivity \(h^2/(3t_d)\), and a film that starts at uniform stress loses the fraction \(2\sqrt{t/(3\pi t_d)}\) of its mean stress by a time \(t\ll t_d\). At \(10^4\) s this is about 7%, or more than 10 MPa, which is not small beside the 22.8 MPa that glide removes over the window. In either case the stress that diffusion removes slows the glide. At later times glide slows faster than \(1/t\), because diffusion also lowers the stress that drives it, while the diffusion rate falls only in proportion to the stress, so the logarithmic law would eventually fail. The estimate is fragile: lowering the activation energy by 0.1 eV multiplies the diffusion rate by \(\exp(0.1/0.02585)\approx48\).

## Comparison with a real film

The stress, modulus, thickness and grain size used here are rough typical values for aluminium metallization; the initial rate, rate prefactor and hardening ratio are assumptions. Aluminium normally carries a native oxide, which hinders the exchange of atoms at the surface and so favours the glide picture. Correcting for hardening lowers the inferred volume from 35 to about 30 \(b^3\) for \(H/M=0.2\). Diffusion from an open surface could matter as much or more, even with the boundary diffusivity assumed here, and it acts the other way: it adds to the stress fall and makes the inferred volume too small. The conversion to 130 \(b^3\) also requires a [111] film normal; grains of another orientation have other Schmid factors. A result of "near 35 \(b^3\)" is therefore a statement about film stress; if unmeasured hardening is the only neglected effect, the result exceeds the glide event's own volume, also taken conjugate to film stress, by the factor \(1+H/M\).

Numerical values quoted here were computed with a short program.
